# Direction-Cosine Updates in Monte Carlo Ion Transport, Regular Along the Depth Axis

## The geometrical problem

An ion entering a solid is followed from one collision to the next. Each collision supplies a polar scattering angle, measured from the ion's current direction of flight, and an azimuth about that direction. The depth reached by the ion, however, is measured along a fixed axis, the inward surface normal. After every collision the local angles must therefore be converted into direction cosines in the fixed frame. The depth cosine alone can be updated without any division, but the lateral spread needs the two transverse cosines as well, and their familiar conversion divides by the sine of the angle between the flight direction and the depth axis. For an ion implanted along the normal this sine is zero at the very first collision.

Let $z$ be the depth axis and let

$$
\mathbf d=(u,v,w),\qquad u^2+v^2+w^2=1 \tag{1}
$$

be the direction before the collision. Primes denote the direction after it. The polar angle $\theta$, with $0\le\theta\le\pi$, is the deflection in the laboratory frame; a centre-of-mass angle must be converted before it is used here. The azimuth $\phi$ is uniform on $[0,2\pi)$ and independent of the ion's history. This describes binary collisions with spherically symmetric forces in a target without transverse order. All direction cosines are dimensionless. The abbreviations are

$$
c=\cos\theta,\quad p=\sin\theta\cos\phi,\quad q=\sin\theta\sin\phi,\quad s=\sqrt{u^2+v^2}. \tag{2}
$$

## The scattering cone and the polar frame

Choose unit vectors $\mathbf e_1,\mathbf e_2$ perpendicular to $\mathbf d$ and to each other. The new direction has component $c$ along $\mathbf d$ and a transverse part of length $\sin\theta$:

$$
\mathbf d'=c\,\mathbf d+\sin\theta\,(\cos\phi\,\mathbf e_1+\sin\phi\,\mathbf e_2). \tag{3}
$$

Orthonormality gives $|\mathbf d'|^2=c^2+\sin^2\theta=1$ and $\mathbf d\cdot\mathbf d'=c$, as required. As $\phi$ varies, $\mathbf d'$ runs round a cone about $\mathbf d$.

For $s>0$ a horizontal unit vector perpendicular to $\mathbf d$ is $\mathbf e_2=(-v,u,0)/s$. The other follows from the cross product:

$$
\mathbf e_1=\mathbf e_2\times\mathbf d
=\frac1s\,(uw,\;vw,\;-v^2-u^2)
=\left(\frac{uw}{s},\frac{vw}{s},-s\right). \tag{4}
$$

Inserting both vectors in (3) gives the polar-frame update

$$
\begin{aligned}
u'&=uc+\frac{\sin\theta}{s}(uw\cos\phi-v\sin\phi),\\
v'&=vc+\frac{\sin\theta}{s}(vw\cos\phi+u\sin\phi),\\
w'&=wc-s\sin\theta\cos\phi .
\end{aligned} \tag{5}
$$

## What happens on the axis

Write $u=s\cos\alpha$ and $v=s\sin\alpha$, and let $s\to0$ at fixed $\alpha$ and $\phi$. The ratios $u/s$ and $v/s$ remain finite. For $w\to+1$, (5) becomes

$$
\mathbf d'\to\bigl(\sin\theta\cos(\phi+\alpha),\;\sin\theta\sin(\phi+\alpha),\;c\bigr), \tag{6}
$$

while for $w\to-1$ it becomes

$$
\mathbf d'\to\bigl(-\sin\theta\cos(\phi-\alpha),\;\sin\theta\sin(\phi-\alpha),\;-c\bigr). \tag{7}
$$

The outgoing azimuths are $\phi+\alpha$ and $\pi-\phi+\alpha$. They depend on $\alpha$, which has no meaning on the axis itself. Thus the polar-frame formula has no unique limit at fixed $\phi$ when $\sin\theta\ne0$. With $\phi=50^\circ$, approaching $+z$ along $\alpha=0$ and $\alpha=90^\circ$ gives outgoing azimuths of $50^\circ$ and $140^\circ$; approaching $-z$ gives $130^\circ$ and $220^\circ$.

The physical distribution does have a limit. To see this, compare two transverse frames. Any second orthonormal pair can be written

$$
\mathbf f_1=\cos\beta\,\mathbf e_1+\sin\beta\,\mathbf e_2,\qquad
\mathbf f_2=\epsilon(-\sin\beta\,\mathbf e_1+\cos\beta\,\mathbf e_2), \tag{8}
$$

with $\epsilon=1$ for a rotation and $\epsilon=-1$ if the handedness is reversed. The addition formulas give

$$
\cos\phi\,\mathbf f_1+\sin\phi\,\mathbf f_2
=\cos(\beta+\epsilon\phi)\,\mathbf e_1+\sin(\beta+\epsilon\phi)\,\mathbf e_2. \tag{9}
$$

A change of frame shifts or reverses the azimuth. If $\beta$ and $\epsilon$ depend on $\mathbf d$ but not on the newly sampled $\phi$, the azimuth remains uniform. We may therefore choose a frame that behaves well near the axis.

## A form without the singular division

First take $w\ge0$. We carry the fixed $x$ and $y$ directions into the plane perpendicular to $\mathbf d$ by a rotation that takes $\hat{\mathbf z}$ to $\mathbf d$. Define $\mathbf h=\mathbf d+\hat{\mathbf z}$, for which $|\mathbf h|^2=2(1+w)$. A half-turn about $\mathbf h$ keeps the component along $\mathbf h$ and reverses the rest:

$$
H\mathbf a=\frac{2(\mathbf h\cdot\mathbf a)}{|\mathbf h|^2}\mathbf h-\mathbf a
=\frac{\mathbf h\cdot\mathbf a}{1+w}\mathbf h-\mathbf a. \tag{10}
$$

Since $\mathbf h\cdot\hat{\mathbf z}=1+w$, it sends $\hat{\mathbf z}$ to $\mathbf h-\hat{\mathbf z}=\mathbf d$. Precede it by a half-turn about $\hat{\mathbf z}$, which leaves $\hat{\mathbf z}$ fixed and changes the sign of every horizontal $\mathbf a$. The product is a rotation $T$ taking $\hat{\mathbf z}$ to $\mathbf d$. For horizontal $\mathbf a$, where $\mathbf h\cdot\mathbf a=\mathbf d\cdot\mathbf a$,

$$
T\mathbf a=H(-\mathbf a)=\mathbf a-\frac{\mathbf d\cdot\mathbf a}{1+w}(\mathbf d+\hat{\mathbf z}). \tag{11}
$$

A vector along $\hat{\mathbf z}\times\mathbf d$ is unchanged, so for a tilted ion $T$ is the rotation about that axis through the tilt angle. On the axis $T$ is the identity.

Apply $T$ to the local scattered direction $(p,q,c)$. With

$$
\kappa=up+vq, \tag{12}
$$

its horizontal part becomes

$$
T(p,q,0)=\left(p-\frac{u\kappa}{1+w},\;q-\frac{v\kappa}{1+w},\;-\kappa\right), \tag{13}
$$

because the $z$ component of $\mathbf d+\hat{\mathbf z}$ is $1+w$ and cancels the denominator. Its axial part becomes $c\,\mathbf d$.

For $w<0$, reflect the incoming direction to $(u,v,-w)$, update it by the same rule, and reflect the result back. Reflections preserve scalar products, so the scattering angle is unchanged. The horizontal components now contain $1-w=1+|w|$. The vertical component before the second reflection is $|w|c-\kappa$; afterwards it is $wc+\kappa$. Let $\sigma=1$ for $w\ge0$ and $\sigma=-1$ for $w<0$. Both cases combine into

$$
\begin{aligned}
u'&=uc+p-\frac{u\kappa}{1+|w|},\\
v'&=vc+q-\frac{v\kappa}{1+|w|},\\
w'&=wc-\sigma\kappa .
\end{aligned} \tag{14}
$$

The denominator is at least one. The frame changes abruptly at $w=0$, but by (9) this does not alter the scattering distribution.

On the axis $u=v=\kappa=0$, and (14) reduces to

$$
\mathbf d'=(p,\;q,\;\sigma c). \tag{15}
$$

The sign matters: for an ion moving along $-z$, omitting it would give $\mathbf d\cdot\mathbf d'=-c$ instead of $c$.

The two updates can also be matched event by event. For $w>0$ and $s>0$, $T$ carries the horizontal radial vector $(\cos\alpha,\sin\alpha,0)$ to $\mathbf e_1$ and leaves $\mathbf e_2$ unchanged. Relative to these vectors the sampled azimuth is $\phi-\alpha$. For $w<0$ the final reflection reverses $\mathbf e_1$, so the sign of the cosine changes. The azimuth to insert in (5) is therefore

$$
\phi_{\rm polar}=
\begin{cases}
\phi-\alpha, & w\ge0,\\
\pi-\phi+\alpha, & w<0.
\end{cases} \tag{16}
$$

This removes the $\alpha$ dependence found in (6) and (7). Both updates were tested against explicit rotations over the whole sphere, and agreed to within $5\times10^{-16}$ in each component.

## A slightly tilted ion

For small $s$, $|w|=\sqrt{1-s^2}=1-s^2/2+O(s^4)$. The products $u\kappa$ and $v\kappa$ are also of order $s^2$. Hence

$$
\mathbf d'=\bigl(p+uc,\;q+vc,\;\sigma(c-\kappa)\bigr)+O(s^2). \tag{17}
$$

At $\theta=20^\circ$, the largest component error of (17) is $4.70\times10^{-5}$ for a tilt of 0.010 rad and $1.17\times10^{-5}$ for 0.005 rad. Halving the tilt divides the error by four, as expected.

Equation (15) omits the first-order terms in (17). Suppose it is used for every ion with $1-|w|$ below a cutoff. The formula then scatters about the depth axis, although the ion travels at a tilt $\delta$ to it. By the triangle inequality for angles on a sphere, the actual deflection differs from $\theta$ by at most $\delta$. Equality occurs when the two directions and the axis lie suitably in one plane. A cutoff of $10^{-4}$ corresponds to $\delta=0.81^\circ$, and at $\theta=20^\circ$ the largest deflection error is likewise $0.81^\circ$. For collisions with $\theta$ comparable to $\delta$, the relative error can be of order one. Equation (14) needs no such cutoff.

## Loss of precision in the polar frame

Even for $s>0$, it matters how $s$ is computed. The expression $\sqrt{1-w^2}$ subtracts two nearly equal numbers. In double precision the spacing of numbers just below one is $2^{-53}$, so a correctly rounded $w$ may be wrong by $2^{-54}$. This changes $w^2$ by about $2^{-53}$. Rounding the square can add up to another $2^{-54}$. This part is at most about $s^4/4$, so it fades for tilts well below $10^{-4}$ rad, where the coefficient in (18) falls from 0.75 to 0.5. Since $\Delta s/s\simeq\Delta(s^2)/(2s^2)$, to first order

$$
\left|\frac{\Delta s}{s}\right|\lesssim
\frac{2^{-53}+2^{-54}}{2s^2}
=0.75\,\frac{2^{-53}}{s^2}. \tag{18}
$$

For sampled tilts between $10^{-6}$ and $10^{-3}$ rad, the largest coefficient found was 0.745.

Let $r=s_{\rm true}/s_{\rm computed}$. Near the axis the transverse part of (5) is multiplied by $r$, while the depth component tends to $\pm c$. The resulting length is

$$
|\mathbf d'|\simeq\sqrt{c^2+r^2\sin^2\theta}. \tag{19}
$$

At a tilt of $2\times10^{-8}$ rad, $r=0.949$. For $\theta=20^\circ$, (19) predicts a length error of $-5.8\times10^{-3}$, which is the error found. At $10^{-8}$ rad the stored cosine is one and the computed $s$ is zero, although the ion is still tilted.

Computing $s=\sqrt{u^2+v^2}$ avoids the cancellation. The polar-frame update then kept unit length to rounding accuracy at all the small tilts examined, down to $2\times10^{-8}$ rad. It still needs a separate rule at $s=0$; (14) does not.

## Do length errors grow?

Rounding makes $|\mathbf d|$ depart slightly from one, and the next update acts on this imperfect vector. To follow the error through (14), let $N^2=|\mathbf d|^2$ and take $w\ge0$; reflection covers the other case. Write $\mathbf d'=c\,\mathbf d+\mathbf t$, with

$$
\mathbf t=(p,q,0)-\frac{\kappa}{1+w}\mathbf h,\qquad
|\mathbf h|^2=N^2+2w+1=2(1+w)+N^2-1. \tag{20}
$$

Using $(p,q,0)\cdot\mathbf h=\kappa$, we find

$$
\begin{aligned}
|\mathbf t|^2
&=\sin^2\theta-\frac{2\kappa^2}{1+w}+\frac{\kappa^2|\mathbf h|^2}{(1+w)^2}
=\sin^2\theta+\frac{\kappa^2(N^2-1)}{(1+w)^2},\\
\mathbf d\cdot\mathbf t
&=\kappa-\frac{\kappa(N^2+w)}{1+w}
=-\frac{\kappa(N^2-1)}{1+w}.
\end{aligned} \tag{21}
$$

Now form $|\mathbf d'|^2=c^2N^2+2c\,\mathbf d\cdot\mathbf t+|\mathbf t|^2$ and subtract $1=c^2+\sin^2\theta$. Every remaining term contains $N^2-1$, and the coefficients make a perfect square:

$$
|\mathbf d'|^2-1=(|\mathbf d|^2-1)
\left(c-\frac{\kappa}{1+|w|}\right)^2. \tag{22}
$$

A single collision can amplify the error. Since $|\kappa|/(1+|w|)\le N\sin\theta$, the factor is at most $(|c|+N\sin\theta)^2\le1+N^2$. This bound is reached at $w=0$ and equals 2 for a unit direction. In a random sample with lengths between 0.9 and 1.1, the largest factor met was 1.999. The azimuthal mean is more favourable. Since $\langle\kappa\rangle=0$ and $\langle\kappa^2\rangle=\tfrac12s^2\sin^2\theta$,

$$
\left\langle\left(c-\frac{\kappa}{1+|w|}\right)^2\right\rangle
=c^2+\frac{\sin^2\theta}{2}\frac{s^2}{(1+|w|)^2}
\le1-\frac{\sin^2\theta}{2}. \tag{23}
$$

The inequality holds for a unit incoming direction, because then $s^2/(1+|w|)^2=(1-|w|)/(1+|w|)\le1$. It therefore describes the propagation of infinitesimal length errors.

The damping weakens as $\theta\to0$, while each step adds fresh rounding error. In a run of 100 ions through 20,000 collisions of $3^\circ$, without renormalization, the largest value of $\bigl||\mathbf d|^2-1\bigr|$ was $8.2\times10^{-14}$. At this angle the error levels off after a few thousand collisions, where damping balances the fresh rounding error, and it stays below $10^{-13}$ over 100,000 collisions. At $0.3^\circ$ it is still rising after 40,000 collisions and has reached a few times $10^{-12}$, so occasional renormalization is a simple safeguard for small angles.

## A worked collision

Take an ion tilted by $7^\circ$ from the depth axis at transverse azimuth $30^\circ$, and let $\theta=20^\circ$, $\phi=50^\circ$. These are round model values. To four decimals,

$$
\mathbf d=(0.1055,0.0609,0.9925),\qquad
(c,p,q)=(0.9397,0.2198,0.2620). \tag{24}
$$

The two products in (12) give $\kappa=0.0232+0.0160=0.0392$, so $\kappa/(1+w)=0.0197$. Equation (14) then gives

$$
\begin{aligned}
u'&=0.0992+0.2198-0.0021=0.3169,\\
v'&=0.0573+0.2620-0.0012=0.3181,\\
w'&=0.9327-0.0392=0.8935.
\end{aligned} \tag{25}
$$

The outgoing ion makes an angle of $26.68^\circ$ with the depth axis. This is less than $7^\circ+20^\circ$ because the deflection is not quite in the plane containing the initial direction and the axis. The scalar product checks the scattering angle:

$$
\mathbf d\cdot\mathbf d'=0.03345+0.01938+0.88686=0.93969=\cos20^\circ. \tag{26}
$$

The polar-frame update gives the same direction when its azimuth is $50^\circ-30^\circ=20^\circ$, as (16) requires. If $50^\circ$ is inserted instead, it gives $(0.1571,0.3933,0.9059)$, another point on the same scattering cone.

For an ion initially along $+z$, the same sampled angles give $(0.2198,0.2620,0.9397)$. Along $-z$ they give $(0.2198,0.2620,-0.9397)$. Both ions are deflected by $20^\circ$.

## Repeated collisions and the limits of the result

Averaging (3) over uniform $\phi$ removes its transverse part, so $\langle\mathbf d'\rangle=c\,\mathbf d$. Its second moment follows from $\langle\cos^2\phi\rangle=\langle\sin^2\phi\rangle=\tfrac12$ and $\langle\sin\phi\cos\phi\rangle=0$:

$$
\langle\mathbf d'\mathbf d'^{\mathsf T}\rangle
=c^2\mathbf d\mathbf d^{\mathsf T}
+\tfrac12\sin^2\theta\,(\mathbf 1-\mathbf d\mathbf d^{\mathsf T}). \tag{27}
$$

Here $\mathbf e_1\mathbf e_1^{\mathsf T}+\mathbf e_2\mathbf e_2^{\mathsf T}=\mathbf 1-\mathbf d\mathbf d^{\mathsf T}$ was used. Neither moment depends on the transverse frame.

For independent collisions at the same fixed $\theta$, averaging over the latest azimuth gives $\langle w_n\rangle=c\langle w_{n-1}\rangle$, and hence

$$
\langle w_n\rangle=w_0\cos^n\theta. \tag{28}
$$

After 20 collisions of $10^\circ$, an ion starting along $+z$ should have mean depth cosine 0.7363. A sample of 40,000 ions gave $0.7366\pm0.0012$, where the uncertainty is one standard error. Starting along $-z$ gave $-0.7366\pm0.0012$, against the predicted $-0.7363$. The numerical output lists these and the other values.

The freedom to choose the transverse frame rests on a uniform, independent azimuth. In a crystal, the position of the next atom relative to the ion's path can fix the collision plane. The azimuth then carries physical information, and its origin cannot be changed at will. Equation (3) still holds, but $\mathbf e_1$ and $\mathbf e_2$ must be the axes in which that azimuth was determined.

## Calculated quantities

```
Polar form vs rotations, max error: 4.4e-16
Regular form vs rotations, max error: 4.7e-16
Azimuth mapping between forms, max error: 8.3e-16
Incoming tilt, azimuth (deg): 7.0, 30.0
Scattering theta, phi (deg): 20.0, 50.0
Incoming u, v, w: 0.105542, 0.060935, 0.992546
c, p, q: 0.939693, 0.219846, 0.262003
s: 0.121869
kappa: 0.039168
Regular form u', v', w': 0.316949, 0.318065, 0.893520
Polar form, azimuth phi-alpha: 0.316949, 0.318065, 0.893520
Polar form, azimuth phi: 0.157149, 0.393265, 0.905896
Recovered scattering angle (deg): 20.000000
Outgoing angle to depth axis (deg): 26.6810
Incoming w = +1, outgoing u', v', w': 0.219846, 0.262003, 0.939693
Incoming w = -1, outgoing u', v', w': 0.219846, 0.262003, -0.939693
Polar limit w->+1, alpha=0 deg, outgoing azimuth (deg): 50.000
Polar limit w->+1, alpha=90 deg, outgoing azimuth (deg): 140.000
Polar limit w->-1, alpha=0 deg, outgoing azimuth (deg): 130.000
Polar limit w->-1, alpha=90 deg, outgoing azimuth (deg): 220.000
Small-tilt form error at tilt 0.010 rad: 4.698e-05
Small-tilt form error at tilt 0.005 rad: 1.175e-05
Axis cutoff on 1-|w|: 1.0e-04
Tilt at cutoff (deg): 0.8103
Largest scattering-angle error (deg): 0.8103
Length error |d'|-1 for s from 1-w^2, s from u,v, regular form:
  tilt 1e-02 rad: -6.66e-15, 0.0e+00, 0.0e+00
  tilt 1e-04 rad: 1.61e-10, 0.0e+00, 0.0e+00
  tilt 1e-06 rad: -5.20e-06, 0.0e+00, 0.0e+00
  tilt 2e-08 rad: -5.82e-03, 0.0e+00, -1.1e-16
s_true/s_computed at tilt 2e-08 rad: 0.94906
Predicted length error there: -5.82e-03
sqrt(1-w^2) at tilt 1e-08 rad: 0.0
Max relative s error in units of 2^-53/s^2: 0.745
Largest single-step length-error factor: 1.999
Long run ions, collisions, theta (deg): 100, 20000, 3.0
Largest ||d|^2-1| in long run: 8.2e-14
Mean test ions, collisions, theta (deg): 40000, 20, 10.0
Start w=+1: mean w 0.73663, std. error 0.00118, predicted 0.73626
Start w=-1: mean w -0.73656, std. error 0.00117, predicted -0.73626
```
